# Why a Local Plasma-Frequency Polarizability Needs a Cutoff: Hydrogen: test program

```python
# Result under test (Hartree atomic units): the local plasma polarizability density
#   a(r,iu) = n/(4 pi n + u^2)
# equals 1/(4 pi) at u=0 for every density n, so the static polarizability of an
# atom diverges, while C6 stays finite for an exponential tail. The cutoff
#   |grad n|/(6 n) < omega_p/v_F
# turns hydrogen, n = exp(-2r)/pi, into a sphere of radius ln(72/(pi s)),
# s = 1 for the unpolarized and s = 2 for the fully polarized Fermi velocity v_F.
# alpha: dipole polarizability; C6: coefficient of -1/R^6 for two H atoms;
# lam: the number 6 in the cutoff; gap: lowest dipole excitation energy.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

pi = np.pi


def density(r):
    return np.exp(-2 * r) / pi


def radial_grid(radius, points):
    x, w = np.polynomial.legendre.leggauss(points)
    return radius * (x + 1) / 2, radius * w / 2


# ---- local response from the equation of motion, against the dielectric route
n_s, u_s, L_s, P_s, E_s = sp.symbols("n u L P E", positive=True)
motion = sp.Eq(u_s**2 * P_s, n_s * (E_s - 4 * sp.pi * L_s * P_s))
response = sp.solve(motion, P_s)[0] / E_s
chi = (4 * sp.pi * n_s / u_s**2) / (4 * sp.pi)      # (epsilon - 1)/(4 pi)
dielectric = chi / (1 + 4 * sp.pi * L_s * chi)
assert sp.simplify(response - dielectric) == 0
static = sp.simplify(sp.limit(response, u_s, 0))
assert sp.simplify(static - 1 / (4 * sp.pi * L_s)) == 0
assert n_s not in static.free_symbols

# ---- frequency and pair-integral routes to alpha and C6
log_u = np.arange(-60.0, 25.0, 0.1)
u_grid = np.exp(log_u)


def alpha_iu(u, grid, omega_sq):
    r, w = grid
    u = np.atleast_1d(u)
    return (4 * pi * w * r**2 * density(r)
            / (omega_sq(r) + u[:, None]**2)).sum(axis=1)


def c6_frequency(grid, omega_sq):
    a = alpha_iu(u_grid, grid, omega_sq)
    return 3 / pi * np.sum(a**2 * u_grid) * 0.1


def c6_pairs(grid, omega_sq):
    r, w = grid
    om = np.sqrt(omega_sq(r))
    g = 4 * pi * w * r**2 * density(r) / om
    return 1.5 * np.sum(np.outer(g, g) / (om[:, None] + om[None, :]))


def plasma_sq(r):
    return 4 * pi * density(r)


whole = radial_grid(80.0, 500)


def alpha_polylog(u):
    return float(mp.re(-mp.polylog(3, -4 / mp.mpf(u)**2) / 4))


for u in (1e-3, 0.1, 1.0, 5.0):
    assert abs(alpha_iu(u, whole, plasma_sq)[0] / alpha_polylog(u) - 1) < 1e-8


def alpha_small_u(u):
    big_log = np.log(2 / u)
    return big_log**3 / 3 + pi**2 * big_log / 12


for u in (1e-3, 1e-6):
    assert abs(alpha_iu(u, whole, plasma_sq)[0] / alpha_small_u(u) - 1) < 1e-7

c6_uncut = c6_pairs(whole, plasma_sq)
assert abs(c6_frequency(whole, plasma_sq) / c6_uncut - 1) < 1e-7
root_integral = quad(lambda r: 4 * pi * r**2 * plasma_sq(r)**0.25, 0, 120)[0]
c6_bound = 3 / (64 * pi**2) * root_integral**2
assert abs(c6_bound - 384) < 1e-4 and c6_uncut < c6_bound

# ---- reference hydrogen: diagonalization in an orthonormal Laguerre p basis
size = 20
x, wx = roots_laguerre(50)
r_q = x / 2
basis, slope = [], []
for k in range(size):
    norm = np.sqrt(32.0) * np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 5)))
    poly = eval_genlaguerre(k, 4, x)
    dpoly = -eval_genlaguerre(k - 1, 5, x) if k > 0 else 0 * x
    basis.append(norm * r_q**2 * poly)
    slope.append(norm * ((2 * r_q - r_q**2) * poly + 2 * r_q**2 * dpoly))
basis, slope = np.array(basis), np.array(slope)
w_q = wx / 2
overlap = (basis * w_q) @ basis.T
assert np.allclose(overlap, np.eye(size), atol=1e-9)
ham = 0.5 * (slope * w_q) @ slope.T
ham += (basis * w_q * (1 / r_q**2 - 1 / r_q)) @ basis.T
energy, vec = np.linalg.eigh(ham)
dipole = vec.T @ (basis @ (w_q * r_q * 2 * r_q)) / np.sqrt(3)
excite = energy + 0.5
strength = 2 * excite * dipole**2
gap = excite[0]
alpha_ref = np.sum(strength / excite**2)
ratio = strength / excite
c6_ref = 1.5 * np.sum(np.outer(ratio, ratio)
                      / (excite[:, None] + excite[None, :]))
alpha_bound = strength.sum() / gap**2
assert abs(gap - 3 / 8) < 1e-8 and abs(strength.sum() - 1) < 1e-8
assert abs(alpha_ref - 4.5) < 1e-8 and alpha_ref < alpha_bound
a_ref_u = (strength / (excite**2 + u_grid[:, None]**2)).sum(axis=1)
assert abs(3 / pi * np.sum(a_ref_u**2 * u_grid) * 0.1 / c6_ref - 1) < 1e-8

# ---- first-order wave function and radial distribution of the induced dipole
X, Y, Z = sp.symbols("X Y Z", positive=True)
R = sp.sqrt(X**2 + Y**2 + Z**2)
psi0 = sp.exp(-R)
psi1 = -Z * (1 + R / 2) * psi0
lap = sum(sp.diff(psi1, q, 2) for q in (X, Y, Z))
residual = -lap / 2 + (sp.Rational(1, 2) - 1 / R) * psi1 + Z * psi0
for point in ((0.3, 0.7, 1.1), (1.5, 0.2, 0.9)):
    value = residual.subs(dict(zip((X, Y, Z), point)))
    assert abs(float(value)) < 1e-11


def dipole_shell(r):
    return 4 * pi * r**2 * (2 * r**2 / 3) * (1 + r / 2) * density(r)


assert abs(quad(dipole_shell, 0, 60)[0] - alpha_ref) < 1e-7


# ---- gradient cutoff located from the density with a numerical gradient
def gradient_wave(r, lam):
    h = 1e-4
    return abs(density(r + h) - density(r - h)) / (2 * h) / (lam * density(r))


def screening_wave(r, s):
    return np.sqrt(4 * pi * density(r)) / (3 * pi**2 * s * density(r))**(1 / 3)


def cutoff_radius(s, lam=6.0):
    return brentq(lambda r: gradient_wave(r, lam) - screening_wave(r, s),
                  0.01, 20, xtol=1e-12)


results = {}
for s in (1, 2):
    rc = cutoff_radius(s)
    assert abs(rc - np.log(72 / (pi * s))) < 1e-6
    r_test = np.linspace(0.01, 15, 400)
    kept = gradient_wave(r_test, 6.0) < screening_wave(r_test, s)
    assert np.array_equal(kept, r_test < rc)
    ball = radial_grid(rc, 80)
    alpha_cut = alpha_iu(0.0, ball, plasma_sq)[0]
    assert abs(alpha_cut - np.log(72 / (pi * s))**3 / 3) < 1e-5
    c6_cut = c6_pairs(ball, plasma_sq)
    assert abs(c6_frequency(ball, plasma_sq) / c6_cut - 1) < 1e-8
    lost = np.exp(-2 * rc) * (1 + 2 * rc + 2 * rc**2)
    high_u = 1e4
    assert abs(high_u**2 * alpha_iu(high_u, ball, plasma_sq)[0]
               - (1 - lost)) < 1e-6
    up, down = (cutoff_radius(s, 6 * f)**3 / 3 for f in (1.001, 0.999))
    power = np.log(up / down) / np.log(1.001 / 0.999)
    assert abs(power - 9 / rc) < 1e-3
    low, high = (cutoff_radius(s, 6 * f)**3 / 3 for f in (0.9, 1.1))
    outside = quad(dipole_shell, rc, 60)[0] / alpha_ref
    results[s] = (rc, alpha_cut, c6_cut, lost, power, low, high, outside)
assert results[1][1] > alpha_bound > results[2][1]


# ---- smooth cures: a frequency floor, and the VV10 local frequency
def floor_sq(r):
    return plasma_sq(r) + gap**2


vv_c = 0.0093


def vv10_sq(r):
    log_gradient = gradient_wave(r, 1.0)
    return plasma_sq(r) / 3 + vv_c * log_gradient**4


smooth_grid = radial_grid(40.0, 300)
smooth = {}
for name, freq in (("floor", floor_sq), ("VV10", vv10_sq)):
    a0 = alpha_iu(0.0, smooth_grid, freq)[0]
    c6 = c6_pairs(smooth_grid, freq)
    assert abs(c6_frequency(smooth_grid, freq) / c6 - 1) < 1e-7
    a_wider = alpha_iu(0.0, radial_grid(60.0, 450), freq)[0]
    assert abs(a_wider / a0 - 1) < 1e-7      # no divergence with radius
    smooth[name] = (a0, c6)
assert abs(smooth["floor"][0] - alpha_polylog(gap)) < 1e-7
vv_floor = np.sqrt(vv10_sq(30.0))
assert abs(vv_floor - 4 * np.sqrt(vv_c)) < 1e-6

# ---- printed numbers
print(f"static polarizability density 1/(4 pi): {1/(4*pi):.5f} (dimensionless)")
for radius in (5.0, 10.0, 20.0):
    a = alpha_iu(0.0, radial_grid(radius, 100), plasma_sq)[0]
    print(f"uncut static alpha inside {radius:.0f} bohr: {a:.2f} bohr^3")
for u in (0.1, 1e-3, 1e-6):
    a = alpha_iu(u, whole, plasma_sq)[0]
    print(f"uncut alpha(iu) at u = {u:g} hartree: {a:.3f} bohr^3")
print(f"uncut C6: {c6_uncut:.2f} hartree bohr^6")
print(f"upper bound on uncut C6: {c6_bound:.1f} hartree bohr^6")
print(f"uncut C6 / reference C6: {c6_uncut/c6_ref:.2f}")
print(f"reference gap: {gap:.4f} hartree")
print(f"reference alpha: {alpha_ref:.4f} bohr^3")
print(f"reference C6: {c6_ref:.4f} hartree bohr^6")
print(f"gap bound on alpha: {alpha_bound:.4f} bohr^3")
print(f"radius where omega_p equals gap: {np.log(2/gap):.4f} bohr")
print(f"gradient wave number |grad n|/(6n): {gradient_wave(1.0, 6.0):.4f} 1/bohr")
bohr_in_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
for s, label in ((1, "unpolarized"), (2, "polarized")):
    rc, a, c6, lost, power, low, high, outside = results[s]
    print(f"{label}: omega_p/v_F at r=0: {screening_wave(0.0, s):.4f} 1/bohr")
    print(f"{label}: cutoff radius: {rc:.4f} bohr")
    print(f"{label}: density at cutoff: {density(rc):.3e} bohr^-3")
    print(f"{label}: omega_p at cutoff: {np.sqrt(plasma_sq(rc)):.4f} hartree")
    print(f"{label}: static alpha: {a:.4f} bohr^3"
          f" = {a*bohr_in_angstrom**3:.4f} angstrom^3")
    print(f"{label}: alpha / reference: {a/alpha_ref:.3f}")
    print(f"{label}: C6: {c6:.4f} hartree bohr^6")
    print(f"{label}: C6 / reference: {c6/c6_ref:.3f}")
    print(f"{label}: electron fraction cut off: {lost:.4f}")
    print(f"{label}: d ln alpha / d ln lam: {power:.3f}")
    print(f"{label}: alpha for lam = 5.4: {low:.3f} bohr^3")
    print(f"{label}: alpha for lam = 6.6: {high:.3f} bohr^3")
    print(f"{label}: reference dipole share beyond cutoff: {outside:.4f}")
print(f"gap floor: static alpha: {smooth['floor'][0]:.4f} bohr^3")
print(f"gap floor: C6: {smooth['floor'][1]:.4f} hartree bohr^6")
print(f"VV10 parameter C: {vv_c:.4f} (atomic units)")
print(f"VV10 tail frequency: {vv_floor:.4f} hartree")
print(f"VV10: static alpha: {smooth['VV10'][0]:.4f} bohr^3")
print(f"VV10: C6: {smooth['VV10'][1]:.4f} hartree bohr^6")
print("all tests passed")
```

It prints:

```
static polarizability density 1/(4 pi): 0.07958 (dimensionless)
uncut static alpha inside 5 bohr: 41.67 bohr^3
uncut static alpha inside 10 bohr: 333.33 bohr^3
uncut static alpha inside 20 bohr: 2666.67 bohr^3
uncut alpha(iu) at u = 0.1 hartree: 11.426 bohr^3
uncut alpha(iu) at u = 0.001 hartree: 152.629 bohr^3
uncut alpha(iu) at u = 1e-06 hartree: 1029.963 bohr^3
uncut C6: 180.67 hartree bohr^6
upper bound on uncut C6: 384.0 hartree bohr^6
uncut C6 / reference C6: 27.80
reference gap: 0.3750 hartree
reference alpha: 4.5000 bohr^3
reference C6: 6.4990 hartree bohr^6
gap bound on alpha: 7.1111 bohr^3
radius where omega_p equals gap: 1.6740 bohr
gradient wave number |grad n|/(6n): 0.3333 1/bohr
unpolarized: omega_p/v_F at r=0: 0.9468 1/bohr
unpolarized: cutoff radius: 3.1319 bohr
unpolarized: density at cutoff: 6.060e-04 bohr^-3
unpolarized: omega_p at cutoff: 0.0873 hartree
unpolarized: static alpha: 10.2404 bohr^3 = 1.5175 angstrom^3
unpolarized: alpha / reference: 2.276
unpolarized: C6: 15.0540 hartree bohr^6
unpolarized: C6 / reference: 2.316
unpolarized: electron fraction cut off: 0.0512
unpolarized: d ln alpha / d ln lam: 2.874
unpolarized: alpha for lam = 5.4: 7.442 bohr^3
unpolarized: alpha for lam = 6.6: 13.309 bohr^3
unpolarized: reference dipole share beyond cutoff: 0.3363
polarized: omega_p/v_F at r=0: 0.7515 1/bohr
polarized: cutoff radius: 2.4388 bohr
polarized: density at cutoff: 2.424e-03 bohr^-3
polarized: omega_p at cutoff: 0.1745 hartree
polarized: static alpha: 4.8351 bohr^3 = 0.7165 angstrom^3
polarized: alpha / reference: 1.074
polarized: C6: 5.6269 hartree bohr^6
polarized: C6 / reference: 0.866
polarized: electron fraction cut off: 0.1353
polarized: d ln alpha / d ln lam: 3.690
polarized: alpha for lam = 5.4: 3.188 bohr^3
polarized: alpha for lam = 6.6: 6.743 bohr^3
polarized: reference dipole share beyond cutoff: 0.5596
gap floor: static alpha: 2.9491 bohr^3
gap floor: C6: 3.3637 hartree bohr^6
VV10 parameter C: 0.0093 (atomic units)
VV10 tail frequency: 0.3857 hartree
VV10: static alpha: 4.1059 bohr^3
VV10: C6: 5.9423 hartree bohr^6
all tests passed
```
